# Choosing smoothing and cutoff when reconstructing a click detector's photon-number response

## Two pulses and one efficiency

A click detector answers each light pulse with "click" or "no click". Let $\theta_n$ be the probability of a click when the pulse holds exactly $n$ photons. A laser pulse has no fixed photon number: its coherent state has Poisson statistics with mean $\mu$, so the click probability is

$$p(\mu)=e^{-\mu}\sum_{n=0}^{\infty}\frac{\mu^n}{n!}\theta_n .$$

Multiplying the series for $e^{-\mu}$ by the sum gives, for weak pulses,

$$p(\mu)=\theta_0+(\theta_1-\theta_0)\mu+\tfrac12(\theta_2-2\theta_1+\theta_0)\mu^2+\dots$$

Use two probes, $\mu=0$ and $\mu=h\ll1$, with measured click fractions $f_0$ and $f_h$. The estimate $\theta_1\approx f_0+(f_h-f_0)/h$ ignores the quadratic term, and so has the leading bias $\tfrac h2(\theta_2-2\theta_1+\theta_0)$. This is a truncation error, and it shrinks with $h$. The noise does the opposite. With $S$ trials per probe, few dark counts and $\theta_1=\eta$, the variance of $f_h$ is about $\eta h/S$, so the estimate has standard deviation $\sqrt{\eta/(hS)}$.

For $\eta=0.253$, $S=10^5$ and $h=0.1$ this is 0.005. The second difference needs a third probe at $2h$:

$$\theta_2-2\theta_1+\theta_0\approx\frac{f_{2h}-2f_h+f_0}{h^2},\qquad
\text{variance}\approx\frac{2\eta h+4\eta h}{Sh^4}=\frac{6\eta}{Sh^3}.$$

Its standard deviation is 0.12. If photons are detected independently, the quantity sought is only $-\eta^2=-0.064$. At this $h$, one step up in photon number has lost the signal in the noise. At $h=0.5$ the standard deviation falls to about 0.01, but the neglected higher terms then give a bias of about 0.008.

Brighter probes help, but they bring in more unknowns. The reconstruction studied here therefore has two settings: a smoothing strength $\gamma$ and a last photon number $N$. Their effects can be calculated.

## What is being fitted

Let $\Pi$ be the operator whose expectation value is the click probability, and write the coherent amplitude as $\sqrt\mu\,e^{i\phi}$. Then

$$p=e^{-\mu}\sum_{m,n}\frac{\mu^{(m+n)/2}}{\sqrt{m!\,n!}}e^{i(n-m)\phi}\,\Pi_{mn}.$$

Averaging over $\phi$ removes every term with $m\ne n$ and leaves the first formula, with $\theta_n=\Pi_{nn}$. A detector without a phase reference has no off-diagonal elements to lose. Both outcomes must have nonnegative probability for every state. For the diagonal operators $\Pi$ and $1-\Pi$ this means $0\le\theta_n\le1$, and nothing more. A rising response is not implied.

There are $J$ probes $\mu_j$ between 0 and $M$. Write $P_n(\mu)=e^{-\mu}\mu^n/n!$. In the finite model $F_{jn}=P_n(\mu_j)$ for $n<N$. The last column depends on the treatment of larger photon numbers:

- **Dropped tail:** $F_{jN}=P_N(\mu_j)$, which sets $\theta_n=0$ beyond $N$.
- **Lumped tail:** $F_{jN}=\Pr(n\ge N)$, which sets $\theta_n=\theta_N$ beyond $N$.

The lumped tail is used below unless stated otherwise. The fit minimises

$$\|f-F\theta\|^2+\gamma\|D\theta\|^2,\qquad 0\le\theta_n\le1,$$

where $(D\theta)_n=\theta_{n+2}-2\theta_{n+1}+\theta_n$. All probes have equal weight. Since $f$ and $\theta$ are pure numbers, $\gamma$ is dimensionless; its useful size depends on $J$, $S$ and the response.

## Why smoothing is needed

The smallest singular value $\sigma_{\min}$ of $F$ is the minimum of $\|Fx\|/\|x\|$, so any trial vector bounds it from above. Let $k=N-1$, and let $t_n$ be the coefficients of the Chebyshev polynomial $T_k(2x-1)=\sum_n t_nx^n$. Choose $\delta_n=n!\,t_n/M^n$ for $n\le k$ and $\delta_N=0$. The factorials cancel:

$$(F\delta)_j=e^{-\mu_j}\sum_{n=0}^{k}t_n\left(\frac{\mu_j}{M}\right)^n=e^{-\mu_j}T_k\!\left(\frac{2\mu_j}{M}-1\right).$$

On $[0,M]$ the polynomial lies between $-1$ and $1$, hence

$$\sigma_{\min}\le\frac{\big(\sum_je^{-2\mu_j}\big)^{1/2}}{\|\delta\|}.$$

The leading term of $T_k(y)$ is $2^{k-1}y^k$. Setting $y=2x-1$ gives $t_k=2^{2k-1}$, so $\|\delta\|\ge k!\,2^{2k-1}/M^k$. The numerator is at most $\sqrt J$, and therefore

$$\sigma_{\min}\le2\sqrt J\,\frac{(M/4)^{k}}{k!}.$$

At fixed $M$ this falls faster than an exponential in $N$, wherever the probes are placed in the interval.

For 40 equally spaced probes from 0 to 12 photons, $\sigma_{\min}$ is $4\times10^{-5}$ at $N=10$ and $1.3\times10^{-23}$ at $N=30$. The first, sharper bound gives $2.7\times10^{-3}$ and $2.2\times10^{-19}$. It proves the collapse but does not estimate its size.

A click fraction has variance $p(1-p)/S\le1/(4S)$. With $S=10^5$ its standard deviation is at most $1.6\times10^{-3}$. If every probe had this noise, an unsmoothed fit would determine the component along a singular direction with uncertainty $1.6\times10^{-3}/\sigma$. At $N=30$, 10 of the 31 directions have an uncertainty below one. The rest of the answer must come from the constraints and the smoothing.

## What the box can and cannot do

Stack the two terms:

$$K=\begin{pmatrix}F\\ \sqrt\gamma D\end{pmatrix},\qquad b=\begin{pmatrix}f\\0\end{pmatrix}.$$

The objective is $\|K\theta-b\|^2$. For $\gamma>0$ its minimum is unique if $Kx=0$ forces $x=0$. From $Dx=0$ follows $x_n=a+cn$. With a lumped tail, $Fx=0$ then reads $a+c\langle\min(n,N)\rangle=0$ at every probe. The derivative of this mean with respect to $\mu$ is $\Pr(n<N)>0$, so two different probes force $c=0$ and then $a=0$.

Let $g=K^T(K\theta-b)$. Because the problem is convex, a feasible point is the minimum if and only if $g_n=0$ for components inside the box, $g_n\ge0$ where $\theta_n=0$, and $g_n\le0$ where $\theta_n=1$. These conditions let a user verify any solver's answer.

Without the box, the free fit obeys $K^TK\theta_{\rm free}=K^Tb$. The cross term in the expanded objective then vanishes:

$$\|K\theta-b\|^2=\|K(\theta-\theta_{\rm free})\|^2+\text{constant}.$$

So the box fit is the feasible point nearest to the free fit in the norm $\|x\|_K=\|Kx\|$. Let $\theta$ now be the true response, $u=\theta_{\rm free}-\theta_{\rm box}$ and $v=\theta-\theta_{\rm box}$. Moving from the nearest point towards another feasible point cannot reduce the distance, so $\langle u,v\rangle_K\le0$, and

$$\|\theta_{\rm free}-\theta\|_K^2=\|u\|_K^2-2\langle u,v\rangle_K+\|v\|_K^2\ge\|\theta_{\rm box}-\theta\|_K^2 .$$

The box never increases the error in this norm. The inequality does not promise a smaller error in each $\theta_n$.

## What the smoothing strength trades

Write the data as $f=F\theta+\tau+\varepsilon$, where $\tau$ is the truncation error of the model and $\varepsilon$ the counting noise. Adding and subtracting $\sqrt\gamma D\theta$ in the lower block gives

$$b=K\theta+\begin{pmatrix}\tau+\varepsilon\\-\sqrt\gamma D\theta\end{pmatrix}.$$

The free fit is $K^+b$ with $K^+=(K^TK)^{-1}K^T$, and $K^+K=1$. Therefore

$$\theta_{\rm free}-\theta=K^+\begin{pmatrix}\tau+\varepsilon\\-\sqrt\gamma D\theta\end{pmatrix}.$$

The noise has zero mean, so the bias is this expression without $\varepsilon$. Let $G=(F^TF+\gamma D^TD)^{-1}F^T$ be the data part of $K^+$. For independent trials the covariance is

$$GCG^T,\qquad C_{jj}=\frac{p_j(1-p_j)}S,$$

with $C$ diagonal. Both results hold for the free fit at fixed $\gamma$. They do not describe a fit pressed against the box, or the extra scatter when $\gamma$ is chosen from the same data. In 4000 simulated experiments at fixed $\gamma$, the mean agreed with the predicted bias within six standard errors, and the spread with the predicted one within 8 %.

As $\gamma\to0$ the fit returns to raw inversion. As $\gamma\to\infty$ it becomes the best straight line in $n$, quiet but wrong for a saturating detector. In the example below, with $N=30$ held fixed, the root-mean-square values over all $n$ are:

| $\gamma$ | bias | standard deviation |
|---|---|---|
| $10^{-6}$ | 0.0014 | 1.7 |
| $10^{-4}$ | 0.0041 | 0.24 |
| $10^{-2}$ | 0.013 | 0.032 |
| $1$ | 0.048 | 0.0047 |

The true response is unknown in practice, but prediction of omitted data can be measured. Let $A=K^TK$, let $a^T$ be row $j$ of $F$, and let $\theta_-$ be the free fit without probe $j$. It obeys $(A-aa^T)\theta_-=F^Tf-af_j$. With the prediction error $e_j=f_j-a^T\theta_-$ this becomes

$$A\theta_-=F^Tf-a\,e_j\quad\Rightarrow\quad\theta_-=\theta_{\rm free}-A^{-1}a\,e_j .$$

Multiply by $a^T$ and subtract from $f_j$. With $r=f-F\theta_{\rm free}$ and $H=FG$, the result is $e_j=r_j+H_{jj}e_j$, or

$$e_j=\frac{r_j}{1-H_{jj}} .$$

One fit thus supplies all the omitted-probe errors. Minimising their mean square selects $\gamma$ for predicting clicks, which is not the same as minimising the error of $\theta$.

## A nanowire detector on silicon

Consider simulated data for a superconducting nanowire on a silicon waveguide at 1550 nm. A 5 dB coupler loss and 80 % nanowire efficiency give $\eta=10^{-0.5}\times0.80=0.253$. With 300 dark counts per second and a 10 ns window, the dark probability is $d=1-e^{-3\times10^{-6}}\approx3\times10^{-6}$. If photons act independently, no click requires that every photon is missed and no dark count occurs:

$$\theta_n=1-(1-d)(1-\eta)^n .$$

This law generates the data; the fit does not assume it. The 40 probes above have $10^5$ trials each. The brightest carries on average 12 photons of 0.80 eV, or 1.5 aJ.

For the data set shown, omitted-probe prediction chose $\gamma=3.2\times10^{-3}$ from a grid with two values per decade. The choice scatters strongly with the counting noise, and this value lies at the favourable upper end. In simulated repeats of the same experiment about a quarter select it, about three quarters select a smaller value, and about a quarter select one more than ten times smaller. With $\gamma$ chosen afresh for each data set, the root-mean-square error of the box fit for $n\le12$ is about 0.03, roughly eight times the fixed-$\gamma$ value quoted below. At $\gamma=3.2\times10^{-3}$ the fit has an effective number of parameters $\operatorname{tr}H=7.0$. For the data set shown:

| $n$ | true | box fit | free-fit sd |
|---|---|---|---|
| 1 | 0.253 | 0.252 | 0.002 |
| 2 | 0.442 | 0.445 | 0.003 |
| 5 | 0.767 | 0.771 | 0.004 |
| 12 | 0.970 | 0.976 | 0.005 |
| 20 | 0.997 | 0.945 | 0.030 |
| 30 | 1.000 | 0.746 | 0.13 |

At this $\gamma$ the fit is good up to about the largest mean photon number. Beyond it the error grows gradually, and values far above it are unreliable. Even at $\mu=12$, the probability of more than 24 photons is $6.9\times10^{-4}$. Changing every $\theta_n$ beyond 24 from 0 to 1 would move that click fraction by no more than this. Its own standard deviation is about $\sqrt{0.95\times0.05/10^5}\approx7\times10^{-4}$.

The fall at $n=30$ is a feature of the estimate, not of the detector. The free fit there is 0.663, about 2.6 predicted standard deviations below its expected value. The box does not forbid such a fall.

Over 200 repeats at this $\gamma$, the box lowered the root-mean-square error from 0.052 to 0.036 for $n=0$ to 30, but only from 0.0037 to 0.0036 for $n=0$ to 12. Its benefit lies mainly where the data are weak. The earlier table gives a free-fit error of $\sqrt{0.013^2+0.032^2}=0.035$ at $\gamma=10^{-2}$, below the 0.052 found here. The value chosen for prediction was not the best for the whole response.

As a second case, let each photon pair add a 5 % chance of a click:

$$\theta_n'=1-(1-\theta_n)(0.95)^{n(n-1)/2}.$$

For $n\le12$ this differs from the first law by 0.062 root mean square. With noiseless data and the same $\gamma$, the box fit recovers it to 0.0003. Counting noise would come on top. The departure is well above the errors found for the first law at this fixed $\gamma$, but only about twice the error found when $\gamma$ is chosen afresh for each data set.

## Choosing the last photon number

With a dropped tail, the missing signal is $\tau_j=\sum_{n>N}P_n(\mu_j)\theta_n$. With a lumped tail it is

$$\tau_j=\sum_{n>N}P_n(\mu_j)(\theta_n-\theta_N).$$

For a rising response, the lumped error lies between zero and $(1-\theta_N)\Pr(n>N)$. It is small when either the tail is improbable or the detector has saturated. A detector whose response falls at high photon number loses this one-sided bound.

The table uses noiseless data at $\gamma=3.2\times10^{-3}$. The first two error columns give the largest shift of the free fit caused by truncation; the last gives the largest total error of the lumped box fit.

| $N$ | dropped | lumped | box, lumped |
|---|---|---|---|
| 6 | 8.9 | 0.17 | 0.17 |
| 12 | 3.1 | 0.014 | 0.014 |
| 18 | 0.46 | 0.0008 | 0.0027 |
| 24 | 0.026 | 0.00001 | 0.0022 |
| 30 | 0.0003 | 0.00000002 | 0.0022 |

At $N=24$ the tail probability is at most $6.9\times10^{-4}$, yet dropping it shifts the free fit by 0.026 at $n=24$, where the data are weak and inversion amplifies a small misfit. For $n\le12$ the shift is at most 0.001. Beyond $N=24$ the lumped box error stays at 0.0022 because truncation is negligible and smoothing bias remains.

A cutoff can be chosen before the measurement. For $z>1$, $\Pr(n\ge m)\le z^{-m}\langle z^n\rangle=z^{-m}e^{\mu(z-1)}$. Setting $m=N+1$ and $z=m/\mu$ gives

$$\Pr(n>N)\le e^{-\mu}\left(\frac{e\mu}{N+1}\right)^{N+1},\qquad N+1>\mu .$$

Direct evaluation shows that $N=26$ is the smallest cutoff whose tail at $\mu=12$ is below a tenth of the worst-case click-fraction noise.

## An error no setting removes

Suppose the reported mean is $\mu'=(1+\epsilon)\mu$ with $\epsilon>0$. Put an imaginary transmission $t=1/(1+\epsilon)$ before the detector:

$$\theta'_n=\sum_{k=0}^n\binom nk t^k(1-t)^{n-k}\theta_k .$$

Summing over $n=k+m$ gives the weight of $\theta_k$:

$$e^{-\mu'}\frac{(t\mu')^k}{k!}\sum_m\frac{[(1-t)\mu']^m}{m!}=e^{-t\mu'}\frac{(t\mu')^k}{k!}=P_k(\mu).$$

The wrong scale and the wrong response reproduce the data perfectly. Since $\theta'_n$ is an average of allowed values, positivity cannot expose the error. For $\epsilon=0.03$, $\theta_1$ shifts by $-0.253\times0.03/1.03=-0.0074$, nearly four times its statistical standard deviation. When the reported mean is too small, $t>1$ and this positivity argument no longer applies.

The device parameters are rough but plausible for a nanowire detector with a grating coupler; coupler loss and dark rate vary widely between devices. Of the neglected effects sized here, a 3 % power-scale error is the largest. Pulse-energy noise of 1 % changes a click probability by at most about $3\times10^{-5}$, to leading order. Dark counts block about $3\times10^{-5}$ of the pulses if each disables the wire for 100 ns. Two-photon absorption in a 1 mm guide is about $10^{-9}$ for 50 ps pulses. Coupling drift between probes is not included and could matter more than these small terms.

## Using the settings

For a saturating detector, under the assumptions above:

1. Set $M$ near the largest photon number whose response is needed, and treat values well above it as extrapolation.
2. Lump the tail, and raise $N$ until its probability at $M$ is well below the click-fraction noise. If the tail must be dropped, also calculate $G\tau$ for a plausible response.
3. Take omitted-probe prediction as a starting value for $\gamma$, then vary it by a factor of ten each way. In the example this choice usually smooths too little: the predicted free-fit error is smallest near $\gamma=10^{-2}$ for $n\le12$ and near $10^{-1}$ for all $n$. Do not interpret features that change. A feature that survives can still be false, especially at photon numbers well above $M$.
4. Report smoothing bias for a plausible response, statistical spread and power-scale error separately. More trials reduce the spread at fixed $\gamma$, but not the other two.

The numerical output below gives further values for the same example.

## Table of computed values

```
wavelength 1550 nm, photon energy 0.7999 eV
coupler loss 5.0 dB, wire efficiency 0.80
total efficiency eta = 0.25298, dark probability = 3.000e-06
dark rate 300 /s, window 10 ns
probes 40, mu 0 to 12, trials per probe 100000, N = 30
largest pulse energy 1.538 aJ
repetition 1 MHz, largest mean power 1.538 pW
worst-case sd of a click fraction 1.581e-03
N=10: sigma max 2.313, min 4.21e-05, bound 2.70e-03
N=20: sigma max 1.763, min 5.49e-13, bound 3.07e-10
N=30: sigma max 1.763, min 1.33e-23, bound 2.17e-19
singular values above the click-fraction sd: 10 of 31
chosen gamma 3.16e-03, leave-one-out rms 1.414e-03
gamma 1e-06: rms bias 1.36e-03, rms sd 1.73e+00
gamma 1e-04: rms bias 4.14e-03, rms sd 2.35e-01
gamma 1e-02: rms bias 1.33e-02, rms sd 3.21e-02
gamma 1e+00: rms bias 4.78e-02, rms sd 4.74e-03
effective fitted parameters 6.96
n: true, free fit, box fit, predicted free bias, free sd
0: 0.00000 0.00000 0.00001 +0.00048 0.00033
1: 0.25298 0.25198 0.25204 -0.00218 0.00197
2: 0.44197 0.44531 0.44516 +0.00208 0.00252
3: 0.58314 0.58131 0.58122 +0.00079 0.00295
5: 0.76738 0.77042 0.77083 -0.00109 0.00357
8: 0.90303 0.90033 0.89932 +0.00078 0.00398
12: 0.96980 0.97387 0.97600 -0.00055 0.00486
20: 0.99707 0.92794 0.94489 +0.00150 0.02974
30: 0.99984 0.66261 0.74643 +0.01053 0.13297
box faces touched: lower 0, upper 1
200 repeats, rms error n=0..30: free 0.05232, box 0.03613
200 repeats, rms error n=0..12: free 0.00374, box 0.00365
N: tail at mu=12; max free shift drop, lump; max box error drop, lump
6: 9.54e-01; 8.85e+00, 1.71e-01; 4.17e-01, 1.72e-01
9: 7.58e-01; 6.43e+00, 4.23e-02; 3.11e-01, 4.23e-02
12: 4.24e-01; 3.09e+00, 1.38e-02; 2.73e-01, 1.42e-02
18: 3.74e-02; 4.63e-01, 8.11e-04; 5.47e-02, 2.70e-03
24: 6.86e-04; 2.64e-02, 9.25e-06; 5.19e-03, 2.18e-03
30: 3.37e-06; 2.86e-04, 1.59e-08; 2.18e-03, 2.18e-03
smallest N with tail below a tenth of the sd: 26
pair chance 0.05: rms departure 0.0618, fit error 0.0003 (n=0..12)
power scale 3 % high: theta_1 shift -0.00737
pulse-energy noise 1 %: click shift -2.71e-05 at mu=7.91
two-photon absorption, 50 ps, 0.1 um2, 1 mm, 0.5 cm/GW: 1.5e-09
recovery time 20 ns: unrecovered part 1.9e-22
pulses blocked by dark counts (5 recovery times) 3.0e-05
thermal photons per mode at 300 K 3.7e-14
```
